# Smearing entropy is physical electronic entropy only for Fermi-Dirac occupation: a numerical check

```python
# Result under test: the smearing entropy S = sum_i s(x_i), x = (mu - e)/sigma, equals the
# Gibbs entropy of independent electrons for Fermi-Dirac (FD) occupation, sigma = kB*T.
# Methfessel-Paxton (MP) entropy of order N >= 1 starts at sigma^(2N+1) times the 2N-th
# derivative of the density of states D, has no term linear in sigma, and can be negative.
# Symbols: w broadened delta, f occupation, s entropy per level (units of kB),
# M_n = integral of x^n w.  Order 0 of MP is Gaussian smearing. Energies in eV.
import itertools
from math import factorial, pi, sqrt
import numpy as np
import sympy as sp
from scipy.constants import k, e
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erfc, eval_hermite, expit, entr

FD = "FD"
NAMES = {FD: "Fermi-Dirac", 0: "Gaussian", 1: "MP order 1", 2: "MP order 2"}


def coeff(n):
    return (-1)**n / (factorial(n) * 4**n * sqrt(pi))


def delta(x, scheme):
    if scheme == FD:
        return expit(x) * expit(-x)
    return sum(coeff(n) * eval_hermite(2*n, x) for n in range(scheme + 1)) * np.exp(-x*x)


def occupation(x, scheme):
    if scheme == FD:
        return expit(x)
    tail = sum(coeff(n) * eval_hermite(2*n - 1, x) for n in range(1, scheme + 1))
    return 0.5 * erfc(-x) - tail * np.exp(-x*x)


def entropy(x, scheme):
    if scheme == FD:
        return entr(expit(x)) + entr(expit(-x))
    return 0.5 * coeff(scheme) * eval_hermite(2*scheme, x) * np.exp(-x*x)


def entropy_by_quadrature(x, scheme):
    low = -45.0 if scheme == FD else -9.0
    return -quad(lambda t: t * delta(t, scheme), low, x, epsabs=1e-12, limit=300)[0]


# Closed forms of f and s against integrals of the broadened delta
for scheme in NAMES:
    low = -45.0 if scheme == FD else -9.0
    for x in (-2.1, -0.6, 0.3, 1.7):
        f_int = quad(lambda t: delta(t, scheme), low, x, epsabs=1e-12, limit=300)[0]
        assert abs(f_int - occupation(x, scheme)) < 1e-9
        assert abs(entropy_by_quadrature(x, scheme) - entropy(x, scheme)) < 1e-9

# Moments: exact for MP, by quadrature for FD
X = sp.symbols("x")


def mp_moment(n, order):
    poly = sum(sp.Rational((-1)**j, factorial(j) * 4**j) * sp.hermite(2*j, X)
               for j in range(order + 1))
    terms = sp.Poly(sp.expand(X**n * poly), X).terms()
    return sp.simplify(sum(c * sp.gamma(sp.Rational(p[0] + 1, 2)) / sp.sqrt(sp.pi)
                           for p, c in terms if p[0] % 2 == 0))


for order in range(4):
    assert mp_moment(0, order) == 1
    assert all(mp_moment(2*j, order) == 0 for j in range(1, order + 1))
    lead = sp.Rational((-1)**order * factorial(2*order + 2),
                       factorial(order + 1) * 4**(order + 1))
    assert mp_moment(2*order + 2, order) == lead
fd_m2, fd_m4 = (2 * quad(lambda t: t**n * delta(t, FD), 0, 60, limit=300)[0] for n in (2, 4))
assert abs(fd_m2 - pi**2/3) < 1e-7 and abs(fd_m4 - 7*pi**4/15) < 1e-6
print(f"M2: FD {fd_m2:.4f}, Gaussian {float(mp_moment(2, 0)):.4f}, "
      f"MP1 {float(mp_moment(2, 1)):.4f}, MP2 {float(mp_moment(2, 2)):.4f}")
print(f"M4: FD {fd_m4:.4f}, Gaussian {float(mp_moment(4, 0)):.4f}, "
      f"MP1 {float(mp_moment(4, 1)):.4f}, MP2 {float(mp_moment(4, 2)):.4f}")

# MP order 1: sign change of s, and occupations outside [0, 1]
x_zero = brentq(lambda x: entropy_by_quadrature(x, 1), 0.3, 1.2)
assert abs(x_zero - 1/sqrt(2)) < 1e-7
assert entropy_by_quadrature(1.5, 1) < 0 < entropy_by_quadrature(0.2, 1)
grid = np.linspace(-5, 5, 100001)
occ = occupation(grid, 1)
assert occ.min() < 0 and occ.max() > 1
print(f"MP1 entropy per level changes sign at |x| = {x_zero:.4f}")
print(f"MP1 occupation: min {occ.min():.4f} at x = {grid[occ.argmin()]:.3f}, "
      f"max {occ.max():.4f}")

# Gibbs entropy from all many-electron states of eight levels (open chain, no spin)
small = np.linalg.eigvalsh(-np.eye(8, k=1) - np.eye(8, k=-1))
width = 0.2
states = np.array(list(itertools.product((0, 1), repeat=8)))
prob = np.exp(-(states @ small) / width)
prob /= prob.sum()
gibbs = -np.sum(prob * np.log(prob))
sums = {sc: entropy(-small/width, sc).sum() for sc in NAMES}
assert abs(gibbs - sums[FD]) < 1e-10
assert all(abs(gibbs - sums[n]) > 0.1 for n in (0, 1, 2))
assert sums[1] < 0
print("Eight levels (eV): " + " ".join(f"{v:.3f}" for v in small))
print(f"Eight levels, width {width} eV, {len(states)} states: Gibbs entropy {gibbs:.5f} kB")
for sc in (FD, 0, 1):
    print(f"  {NAMES[sc]} entropy: {sums[sc]:.5f} kB")

# Two bands with equal D(E_F): chain (minimum of D) and semi-ellipse (maximum of D)
hop, sites = 1.0, 1000
ring = -hop * (np.eye(sites, k=1) + np.eye(sites, k=-1))
ring[0, -1] = ring[-1, 0] = -hop
chain = (np.linalg.eigvalsh(ring), np.full(sites, 2/sites))
half_width, nodes = 4*hop, 2000
angle = np.arange(1, nodes + 1) * pi / (nodes + 1)
ellipse = (half_width*np.cos(angle), 4/(nodes + 1) * np.sin(angle)**2)


def total_entropy(band, sigma, scheme, mu=0.0):
    return np.sum(band[1] * entropy((mu - band[0])/sigma, scheme))


def free_energy(band, sigma, scheme, mu=0.0):
    band_energy = np.sum(band[1] * band[0] * occupation((mu - band[0])/sigma, scheme))
    return band_energy - sigma*total_entropy(band, sigma, scheme, mu)


E = sp.symbols("E", real=True)
dos_chain = 2 / (sp.pi*sp.sqrt(4*hop**2 - E**2))
dos_ellipse = 4*sp.sqrt(half_width**2 - E**2) / (sp.pi*half_width**2)


def dos_derivative(dos, n, at=0.0):
    return float(sp.diff(dos, E, n).subs(E, at)) if n else float(dos.subs(E, at))


D0 = dos_derivative(dos_chain, 0)
assert abs(D0 - dos_derivative(dos_ellipse, 0)) < 1e-12
curv = {"chain": dos_derivative(dos_chain, 2), "semi-ellipse": dos_derivative(dos_ellipse, 2)}
print(f"Chain hopping {hop} eV; semi-ellipse half-width {half_width} eV")
print(f"D(E_F) of both bands: {D0:.5f} states/(eV atom)")
for name, value in curv.items():
    print(f"D'' at E_F, {name}: {value:.5f} states/(eV^3 atom)")

# Leading law of the MP entropy against level sums
for band, dos in ((chain, dos_chain), (ellipse, dos_ellipse)):
    for order in (0, 1, 2):
        law = ((-1)**order * dos_derivative(dos, 2*order) * 0.1**(2*order + 1)
               / (2*factorial(order)*4**order))
        # the neglected next order is below 2 percent at this width
        assert abs(total_entropy(band, 0.1, order)/law - 1) < 0.03
for name, band in (("chain", chain), ("semi-ellipse", ellipse)):
    print(f"Entropy per atom (kB), {name}:")
    for sigma in (0.1, 0.2, 0.4):
        s_fd, s_g, s_mp = (total_entropy(band, sigma, sc) for sc in (FD, 0, 1))
        print(f"  width {sigma} eV: FD {s_fd:.5f}, Gaussian {s_g:.5f}, MP1 {s_mp:.3e}")
assert total_entropy(chain, 0.2, 1) < 0 < total_entropy(ellipse, 0.2, 1)

# Away from half filling: fixed electron number, chemical potential solved for
electrons = 0.6


def solve_mu(sigma, scheme):
    def excess(mu):
        return np.sum(chain[1]*occupation((mu - chain[0])/sigma, scheme)) - electrons
    return brentq(excess, -1.9, -0.3, xtol=1e-13)


def free_fixed(sigma, scheme):
    mu = solve_mu(sigma, scheme)
    return free_energy(chain, sigma, scheme, mu)


step = 2e-4
for sc in NAMES:
    slope = (free_fixed(0.2 + step, sc) - free_fixed(0.2 - step, sc)) / (2*step)
    assert abs(slope + total_entropy(chain, 0.2, sc, solve_mu(0.2, sc))) < 1e-6
fermi = -2*hop*np.cos(pi*electrons/2)
s_off = total_entropy(chain, 0.05, 1, solve_mu(0.05, 1))
law_off = -0.05**3 * dos_derivative(dos_chain, 2, fermi) / 8
assert abs(s_off/law_off - 1) < 0.03
print(f"Chain, {electrons} electrons/atom, E_F {fermi:.4f} eV, width 0.05 eV:")
print(f"  MP1 entropy {s_off:.3e} kB, leading law {law_off:.3e} kB")

# Physical electronic entropy at 1000 K against the output of an MP run
T = 1000.0
kT = k*T/e
ground = -4*hop/pi
s_phys = total_entropy(chain, kT, FD)
shift = free_energy(chain, kT, FD) - ground
average = shift + kT*s_phys/2
assert abs(s_phys/(pi**2/3*D0*kT) - 1) < 0.01
assert abs(shift/(-pi**2/6*D0*kT**2) - 1) < 0.01
assert abs(average) < 0.01*abs(shift)
print(f"T = {T:.0f} K: kB*T = {kT:.5f} eV; chain ground-state energy {ground:.5f} eV/atom")
print(f"FD entropy, chain: {s_phys:.5f} kB/atom; linear law {pi**2/3*D0*kT:.5f} kB/atom")
print(f"FD T*S, chain: {1e3*kT*s_phys:.4f} meV/atom")
print(f"FD F - E0: {1e3*shift:.4f} meV/atom; law {-1e3*pi**2/6*D0*kT**2:.4f} meV/atom")
print(f"FD (E+F)/2 - E0: {1e3*average:.4f} meV/atom")
s_mp = total_entropy(chain, 0.2, 1)
print(f"MP1 at 0.2 eV, chain: printed -sigma*S = {-1e3*0.2*s_mp:.4f} meV/atom")
print(f"MP1 at width kB*T, chain: S = {total_entropy(chain, kT, 1):.3e} kB/atom")
rescaled = total_entropy(chain, 0.2, FD)*kT/0.2
assert abs(rescaled/s_phys - 1) < 0.03
print(f"FD width 0.2 eV is {0.2*e/k:.0f} K; its S rescaled to {T:.0f} K: {rescaled:.5f} kB/atom")

# Gaussian width matched to the leading FD term: works for a metal, fails across a gap
sigma_g = pi*sqrt(2/3)*kT
ts_gauss = sigma_g*total_entropy(chain, sigma_g, 0)
assert abs(ts_gauss/(kT*s_phys) - 1) < 0.01
gap = 1.0
gap_levels = (np.array([-gap/2, gap/2]), np.ones(2))
gap_fd = kT*total_entropy(gap_levels, kT, FD)
gap_gauss = sigma_g*total_entropy(gap_levels, sigma_g, 0)
assert gap_fd > 2*gap_gauss
print(f"Matched Gaussian width: {sigma_g:.4f} eV; chain sigma*S = {1e3*ts_gauss:.4f} meV/atom")
print(f"Two levels, gap {gap} eV: FD T*S {1e3*gap_fd:.4f} meV, "
      f"matched Gaussian {1e3*gap_gauss:.4f} meV")
print(f"  ratio FD/Gaussian {gap_fd/gap_gauss:.2f}")
print("PASS")
```

Printed output:

```
M2: FD 3.2899, Gaussian 0.5000, MP1 0.0000, MP2 0.0000
M4: FD 45.4576, Gaussian 0.7500, MP1 -0.7500, MP2 0.0000
MP1 entropy per level changes sign at |x| = 0.7071
MP1 occupation: min -0.0355 at x = -1.225, max 1.0355
Eight levels (eV): -1.879 -1.532 -1.000 -0.347 0.347 1.000 1.532 1.879
Eight levels, width 0.2 eV, 256 states: Gibbs entropy 0.93483 kB
  Fermi-Dirac entropy: 0.93483 kB
  Gaussian entropy: 0.02766 kB
  MP order 1 entropy: -0.06958 kB
Chain hopping 1.0 eV; semi-ellipse half-width 4.0 eV
D(E_F) of both bands: 0.31831 states/(eV atom)
D'' at E_F, chain: 0.07958 states/(eV^3 atom)
D'' at E_F, semi-ellipse: -0.01989 states/(eV^3 atom)
Entropy per atom (kB), chain:
  width 0.1 eV: FD 0.10535, Gaussian 0.01593, MP1 -1.000e-05
  width 0.2 eV: FD 0.21529, Gaussian 0.03191, MP1 -8.143e-05
  width 0.4 eV: FD 0.46678, Gaussian 0.06433, MP1 -7.026e-04
Entropy per atom (kB), semi-ellipse:
  width 0.1 eV: FD 0.10457, Gaussian 0.01591, MP1 2.488e-06
  width 0.2 eV: FD 0.20822, Gaussian 0.03181, MP1 1.993e-05
  width 0.4 eV: FD 0.40864, Gaussian 0.06350, MP1 1.604e-04
Chain, 0.6 electrons/atom, E_F -1.1756 eV, width 0.05 eV:
  MP1 entropy -6.115e-06 kB, leading law -6.067e-06 kB
T = 1000 K: kB*T = 0.08617 eV; chain ground-state energy -1.27324 eV/atom
FD entropy, chain: 0.09064 kB/atom; linear law 0.09024 kB/atom
FD T*S, chain: 7.8105 meV/atom
FD F - E0: -3.8966 meV/atom; law -3.8882 meV/atom
FD (E+F)/2 - E0: 0.0086 meV/atom
MP1 at 0.2 eV, chain: printed -sigma*S = 0.0163 meV/atom
MP1 at width kB*T, chain: S = -6.392e-06 kB/atom
FD width 0.2 eV is 2321 K; its S rescaled to 1000 K: 0.09276 kB/atom
Matched Gaussian width: 0.2210 eV; chain sigma*S = 7.8004 meV/atom
Two levels, gap 1.0 eV: FD T*S 3.5315 meV, matched Gaussian 0.7478 meV
  ratio FD/Gaussian 4.72
PASS
```
